Self-discharge of an isolated capacitor by Fowler–Nordheim tunnelling, part 1

(Sections cited here and not found follow in the second part.)

A parallel-plate capacitor is charged and then disconnected. Its insulator is a good one, but the field in it is strong enough for electrons to tunnel from the negative plate into the conduction band of the insulator, through which they drift to the positive plate. Every electron that crosses weakens the field, and a weaker field lets fewer electrons through. The problem is to find how the field falls with time, and then to find out how far the answer can be trusted for a silicon dioxide film between silicon electrodes.

The conventions are these. The elementary charge e is positive. F is the magnitude of the field in the insulator, J the magnitude of the current density, ε the permittivity of the insulator and d its thickness. The negative plate, the emitter, ends at x = 0, and the insulator fills 0 < x < d. Electron energies are measured from the Fermi level of the emitter. The bottom of the insulator's conduction band lies an energy φ above that level at x = 0.

## First half: from the barrier to the discharge law

(a) An electron arrives at the insulator with energy E < φ in its motion along x. Find the probability that it tunnels into the conduction band of the insulator, in the WKB approximation. Under what condition does the thickness d not matter?

Solution. The force on an electron points from the negative to the positive plate, so its potential energy falls by eF per unit length. With a uniform field, and with the attraction between the electron and its own image charge left out for now, the band edge is

U(x) = φ − eFx.

The electron is in a forbidden region as long as U(x) > E. There its wave function decays at the local rate

κ(x) = √(2m_ox [φ − E − eFx]) / ħ,

where m_ox is the effective mass for tunnelling in the insulator. The forbidden region ends where the square root vanishes, at

x_E = (φ − E)/(eF).

In the WKB approximation the amplitude falls by the factor exp(−∫κ dx) across the region. The probability is the square of that, and a prefactor of order one is set equal to one:

P(E) = exp[−G(E)],  G(E) = 2 ∫₀^{x_E} κ(x) dx.

To do the integral, put w = φ − E − eFx, so that dx = −dw/(eF), while w runs from φ − E down to 0:

∫₀^{x_E} √(φ − E − eFx) dx = (1/(eF)) ∫₀^{φ−E} √w dw = 2(φ − E)^{3/2}/(3eF).

Multiplying by 2√(2m_ox)/ħ gives

G(E) = 4√(2m_ox) (φ − E)^{3/2} / (3eħF).

For an electron at the Fermi level, E = 0, this has the form B/F with

B = 4√(2m_ox) φ^{3/2} / (3eħ).

B has the unit of a field and does not depend on F. The inverse proportionality to F has a simple origin: the barrier is a triangle of fixed height, and its base x_E shrinks as 1/F.

The thickness drops out if the triangle fits inside the insulator, x_E < d. For E = 0 this means eFd > φ: the voltage across the insulator must exceed the barrier height in volts. If it does not, the electron reaches the positive plate while still under a barrier that has the shape of a trapezoid. That is direct tunnelling, and the formula for G no longer holds.

(b) Sum over the electrons of the emitter at zero temperature, and find the current density to leading order in F/B. Treat the emitter as a deep band of free electrons of mass m_e, and let the tunnelling probability depend on E alone. How large is the first correction?

Solution. Consider first the motion along x. States in an interval dk_x contribute dk_x/(2π) per unit length and move at the speed v_x = (1/ħ) dE/dk_x, so they bring

v_x dk_x/(2π) = dE/(2πħ)

arrivals per unit time for each occupied transverse state. The transverse states, with two spin directions, number per unit area

2 · 2πk dk/(2π)² = k dk/π = m_e dW/(πħ²),

where W = ħ²k²/(2m_e) is the transverse energy and dW = ħ²k dk/m_e was used. The product of the two densities, with the charge e and the probability P, gives

J = [e m_e/(2π²ħ³)] ∫ P(E) N(E) dE,

N(E) = ∫₀^∞ f(E + W) dW.

Here f is the occupation of a state of total energy E + W. At zero temperature f = 1 for E + W < 0 and zero otherwise, so N(E) = −E for E < 0 and N(E) = 0 for E > 0. The return current from the positive plate is absent, because the Fermi level there lies far below that of the emitter.

The probability falls steeply below the Fermi level, so only energies close to E = 0 matter. Expand the exponent to first order:

G(E) ≈ B/F − cE,

c = −dG/dE at E = 0 = (3/2)(B/F)/φ = 2√(2m_ox φ)/(eħF).

With s = −E the energy integral becomes

∫₀^∞ s exp(−cs) ds = 1/c² = e²ħ²F²/(8m_ox φ).

Therefore

J = [e m_e/(2π²ħ³)] · [e²ħ²F²/(8m_ox φ)] · exp(−B/F) = A F² exp(−B/F),

A = e³ m_e / (16π²ħ m_ox φ).

This is the Fowler–Nordheim law. The factor F² comes from the supply: the layer of energies that contributes has a width of about 1/c, which is proportional to F, and the number of transverse states available within it grows in proportion to that width.

For the first correction, write y = s/φ and b = B/F. The exponent without linearization is

b(1 + y)^{3/2} = b + (3/2)by + (3/8)by² + …

The last term shown multiplies the integrand by about 1 − (3/8)by². Its average is needed with the weight y exp(−ay), where a = 3b/2:

⟨y²⟩ = ∫₀^∞ y³ exp(−ay) dy / ∫₀^∞ y exp(−ay) dy = (6/a⁴)/(1/a²) = 6/a² = 8/(3b²).

The relative change of the current is thus −(3/8)b · 8/(3b²) = −1/b, or

J(full integral) / [A F² exp(−B/F)] ≈ 1 − F/B.

The Fowler–Nordheim law is therefore itself a leading-order result for this barrier. From here on it is taken as given, with A and B constant, and what follows from it is worked out without further approximation.

(c) Write down the equation that governs F(t) for the disconnected capacitor.

Solution. Apply Gauss's law to a flat box with one face deep inside a plate, where the field is zero, and the other in the insulator. The charge per area in the plate has the magnitude

σ = εF.

This holds whether the charge sits right at the surface or is spread over some depth, as it is in silicon. What a spread charge does change is the terminal voltage, which then differs from Fd by the potential drops inside the electrodes.

No charge can arrive through the leads. An electron that crosses takes a charge −e from the negative plate and cancels +e on the positive one, so σ falls on both plates by the charge transferred per area:

dσ/dt = −J.

With a constant permittivity,

ε dF/dt = −A F² exp(−B/F),  F(0) = F₀ > 0.

The assumptions behind this equation are that the field is uniform, that no charge is stored in the insulator, that the charge in flight is negligible, and that there is no other leakage path. The area has cancelled because σ and J are both taken per area. The thickness has cancelled because, in the WKB approximation used here, neither the plate charge nor the tunnelling current depends on it at a given F, provided that eFd exceeds φ by clearly more than 1/c, the width of the layer of energies that contributes. This leaves out the partial reflection of the electron wave at the positive plate. If the wave stays coherent across the film, that reflection makes the current oscillate with thickness and field.

(d) Solve this equation.

Solution. The field sits in the exponent as 1/F, which suggests the new variable u = 1/F. Then

du/dt = −(1/F²) dF/dt = −(1/F²) · (−(A/ε) F² exp(−B/F)) = (A/ε) exp(−Bu).

The two minus signs cancel, so u grows, as it must if F falls. The factor F² also cancels. This is special to the second power: for a law J = A Fⁿ exp(−B/F) the same step leaves u^{2−n} on the right-hand side.

Multiply by exp(Bu) and integrate from time 0 to time t:

∫_{1/F₀}^{1/F} exp(Bu) du = (A/ε) ∫₀^t dt′,

(1/B)[exp(B/F) − exp(B/F₀)] = At/ε.

Multiply by B and move the constant term to the right:

exp(B/F) = exp(B/F₀) + ABt/ε.

The logarithm of both sides gives B/F, and hence

F(t) = B / ln[exp(B/F₀) + ABt/ε].

The argument of the logarithm starts at exp(B/F₀) > 1 and grows with time. The logarithm is therefore positive and increasing, and F is positive and decreasing for all t ≥ 0. The field never reaches zero in a finite time, so the division by F² was allowed throughout.

The solution can be verified by substitution. Let X = exp(B/F₀) + ABt/ε, so that F = B/ln X and dX/dt = AB/ε. Then

ε dF/dt = −ε · B/(ln X)² · (1/X) · AB/ε = −A · [B/ln X]² · (1/X) = −A F² exp(−B/F),

because 1/X = exp(−ln X) = exp(−B/F). At t = 0 the solution gives B/(B/F₀) = F₀.

A limiting case offers another check. If B is made very small, then X ≈ 1 + B(1/F₀ + At/ε), and ln X ≈ B(1/F₀ + At/ε). The solution becomes F = 1/(1/F₀ + At/ε), which is what ε dF/dt = −AF² gives when it is solved directly.

(e) Identify the time scale of the discharge. Express through it the field, the current, the initial relaxation time F₀/|dF/dt|, and the time at which half of the charge is gone.

Solution. Take exp(B/F₀) out of the argument of the logarithm:

exp(B/F) = exp(B/F₀)(1 + t/τ),  τ = (ε/(AB)) exp(B/F₀).

The logarithm of this, divided by B, is

1/F(t) = 1/F₀ + (1/B) ln(1 + t/τ).

It is thus the reciprocal of the field that grows logarithmically. Solved for the time at which a field F is reached, the same relation reads

t = τ[exp(B/F − B/F₀) − 1].

For the current, insert exp(−B/F) = exp(−B/F₀) τ/(t + τ) into the tunnelling law. Since A exp(−B/F₀) τ = ε/B by the definition of τ,

J(t) = εF²/[B(t + τ)].

At t = 0 this is J₀ = εF₀²/(Bτ). The initial relaxation time follows:

F₀/|dF/dt| = εF₀/J₀ = τB/F₀.

Where B/F₀ is large, this is much longer than τ. The two times mean different things. After a time τ the exponential factor in the current has dropped to one half, although the field itself has changed little. The time τB/F₀ is how long the charge would last if the current kept its initial value, which it does not.

Half of the charge is gone when F = F₀/2, that is, when B/F = 2B/F₀:

t_half = τ[exp(B/F₀) − 1].

The half-charge time exceeds τ by another factor of about exp(B/F₀). The discharge therefore has no single lifetime: it begins on the scale τ and is half complete on a scale that is larger by an exponential factor.

## Second half: a silicon capacitor and the limits of the law

The field F in an insulator of permittivity ε and thickness d starts at F₀ and drives the current density J = A F² exp(−B/F). The barrier height above the emitter's Fermi level is φ, the tunnelling mass is m_ox, and E is the energy of the motion across the barrier, counted from the Fermi level. The first half gave

F(t) = B / ln[exp(B/F₀) + ABt/ε],  τ = (ε/(AB)) exp(B/F₀),

1/F = 1/F₀ + (1/B) ln(1 + t/τ),  J(t) = εF²/[B(t + τ)].

It also gave the slope of the tunnelling exponent with energy, c = 3B/(2φF), and the emission integral J = [e m_e/(2π²ħ³)] ∫ P(E) N(E) dE, with tunnelling probability P and supply N.

(f) A film of silicon dioxide 10 nm thick lies between heavily n-doped silicon electrodes. Take the rough typical values φ = 3.1 eV, m_ox = 0.42 m_e and relative permittivity 3.9, and start at F₀ = 9 MV/cm. Find the course of the discharge from a millisecond to ten years.

Solution. The formulas for the constants give A = 1.184×10⁻⁶ A/V² and B = 241.63 MV/cm, and the permittivity is 3.453×10⁻¹³ F/cm. More digits are carried than the parameters deserve, because B enters through an exponential and the arithmetic would otherwise not close. At the start

B/F₀ = 241.63/9 = 26.85,

J₀ = 1.184×10⁻⁶ × (9×10⁶)² × exp(−26.847) = 2.1×10⁻⁴ A/cm²,

τ = εF₀²/(BJ₀) = 3.453×10⁻¹³ × 8.1×10¹³ / (2.4163×10⁸ × 2.100×10⁻⁴) = 5.5×10⁻⁴ s.

The initial relaxation time is 0.551 ms × 26.85 = 14.8 ms. For ten years, t = 3.154×10⁸ s, and

ln(1 + t/τ) = ln(5.72×10¹¹) = 27.07,

F = 241.63/(26.85 + 27.07) = 4.48 MV/cm.

The same steps at the other times give:

1 ms: F = 8.67 MV/cm, J = 6.9×10⁻⁵ A/cm²
1 s: F = 7.03 MV/cm, J = 7.1×10⁻⁸ A/cm²
1 h: F = 5.68 MV/cm, J = 1.3×10⁻¹¹ A/cm²
10 years: F = 4.48 MV/cm, J = 9.1×10⁻¹⁷ A/cm²

A direct numerical integration of the charge balance agrees with the closed form at these four times to a relative error below 10⁻¹⁰. The half-charge time is 5.513×10⁻⁴ s × exp(26.847) = 2.5×10⁸ s, or 8.0 years. An ohmic leak with the same initial current would halve the charge in 14.8 ms × ln 2 = 10 ms.

With d = 10 nm, a field of 1 MV/cm corresponds to 1 V across the film. The oxide voltage after ten years is thus 4.48 V, still above the 3.1 V that the triangular barrier needs.

The tunnelling law gives a closed form for the falling field, and in the silicon dioxide example the field drops from 9 to 4.48 MV/cm in ten years. It remains to find how the late field depends on the starting field, the elapsed time and the prefactor A, and how far temperature, the simplified emitter and other neglected effects change the result.

Numerical values quoted here were computed with a short program.
